# Saturated channel charge of a thin-film transistor with power-law mobility

**Q.** In a transistor with constant mobility, the channel in saturation holds two thirds of the charge that the same source overdrive would induce along a uniform channel. In an amorphous oxide film the mobility can rise with the gate overdrive. Why should that matter? Mobility governs how fast charge moves, not how much of it there is.

**A.** The insulator capacitance fixes the charge at each point once the local potential is known. Mobility decides how that potential is distributed between source and drain, and so enters the total.

Take an n-type channel of width \(W\) and length \(L\), with \(x=0\) at the source and \(x=L\) at the drain. Let \(V(x)\) be the channel potential, \(V_G\) the gate voltage and \(V_T\) a uniform threshold. The local overdrive is

\[
u(x)=V_G-V_T-V(x),\qquad u(0)=U .
\]

With \(c\) the insulator capacitance per area, the induced charge per area has magnitude \(cu\). This is the gradual-channel approximation: the insulator field is taken to be set by the local potential alone. The equations hold in atomic units or in any other consistent set.

**Q.** Much of the induced charge in such a film may sit in traps. Which charge does your mobility refer to?

**A.** All of it, free and trapped. I define \(\mu\) as the mean drift velocity of the total induced charge divided by the lateral field, and assume

\[
\mu(u)=\mu_S\left(\frac{u}{U}\right)^{\gamma},\qquad \gamma>-1 ,
\]

where \(\mu_S\) is the value at the source. The condition on \(\gamma\) makes the local sheet conductance, proportional to \(u^{\gamma+1}\), vanish where the channel pinches off.

The definition matters when a mobility is taken from data. At a small, fixed drain voltage \(V_D\) the overdrive is nearly uniform, and the current is \((W/L)c\,\mu(u)\,uV_D\). If the mobility is a fixed function of the local overdrive, so that \(\mu_S\propto U^\gamma\) as the gate voltage changes, the derivative of this current with respect to \(V_G\) is \((\gamma+1)(W/L)c\,\mu(u)V_D\). A mobility read from that slope therefore has the same exponent, but equals \(\mu\) times \(\gamma+1\): larger than \(\mu\) for positive \(\gamma\), smaller for negative.

**Q.** Then write the current, and keep track of the sign.

**A.** The potential rises towards the drain, so electrons drift in the \(+x\) direction with speed \(\mu\,dV/dx\). The magnitude of the current is width times charge per area times speed:

\[
I=W\,cu\,\mu(u)\frac{dV}{dx}=-W\,cu\,\mu(u)\frac{du}{dx}.
\]

The minus sign appears because \(du=-dV\); since \(u\) falls along the channel, \(I\) is positive. Diffusion is left out for now. Inserting the mobility law and separating variables gives

\[
I\,dx=-\frac{Wc\mu_S}{U^\gamma}\,u^{\gamma+1}\,du .
\]

In steady state, with no leakage into the gate, \(I\) is the same at every \(x\). Integration from the source to \(x\) gives

\[
Ix=\frac{Wc\mu_S}{(\gamma+2)U^\gamma}
\left(U^{\gamma+2}-u^{\gamma+2}\right).
\]

At the onset of saturation the overdrive reaches zero at the drain. Setting \(u=0\) at \(x=L\) yields

\[
I=\frac{W}{L}\,\frac{c\mu_SU^2}{\gamma+2}.
\]

Dividing the previous equation by this one, taken times \(L\), removes the current and \(\mu_S\):

\[
\frac{x}{L}=1-\left(\frac{u}{U}\right)^{\gamma+2},
\qquad
u=U\left(1-\frac{x}{L}\right)^{1/(\gamma+2)} .
\]

For a larger drain voltage I keep this profile, which neglects any shortening of the channel.

**Q.** The slope of that profile is infinite at the drain. Does the charge integral survive?

**A.** It does, because the integrand is \(u\) itself, which goes to zero there. Write \(C=cWL\) for the insulator capacitance of the whole channel, \(s=x/L\), and \(p=1/(\gamma+2)\). The magnitude of the channel charge is

\[
Q=Wc\int_0^L u\,dx
=CU\int_0^1(1-s)^p\,ds
=\frac{CU}{p+1}.
\]

Since \(p+1=(\gamma+3)/(\gamma+2)\),

\[
Q=\frac{\gamma+2}{\gamma+3}\,CU .
\]

At \(\gamma=0\) this is \(\tfrac23CU\). For \(\gamma=1\) the fraction is \(3/4\), and for very large \(\gamma\) it tends to one.

**Q.** Why does the charge go up? I would have expected a poorly conducting drain end to starve the channel.

**A.** Equal steps of overdrive do not occupy equal lengths. From the separated equation, the length belonging to a step \(|du|\) is proportional to \(u^{\gamma+1}|du|\). As \(\gamma\) grows, the weakly charged part conducts worse, so it needs a steeper potential to carry the same current, and its voltage drop fits into a shorter length. More of the channel is left at high overdrive.

**Q.** Suppose I make the mobility depend on the gate voltage, and use one value for the whole channel. Is that not the same model?

**A.** It gives a different charge. A mobility that is uniform in \(x\) cancels from the profile, whatever its dependence on \(V_G\), and the fraction returns to \(2/3\).

The saturation current does not reveal the difference through its exponent. If \(\mu_S\) is proportional to \(U^\gamma\), the local model gives \(I\propto U^{\gamma+2}/(\gamma+2)\), while the uniform one gives \(I\propto U^{\gamma+2}/2\). Both have the same power of \(U\), but their prefactors and their charges differ.

**Q.** Everything so far rests on one integration. Can the profile be found without it?

**A.** Divide the channel into 4000 short resistors in series. Give each a conductance proportional to \(u^{\gamma+1}\), with \(u\) the mean of its two end values, and adjust the node potentials until the voltage drops agree with the resistances that they themselves produce. The mean overdrive then gives the charge fraction directly:

| \(\gamma\) | Formula | Resistor ladder |
|---|---|---|
| −0.5 | 0.6000 | 0.6000 |
| 0 | 0.6667 | 0.6667 |
| 0.3 | 0.6970 | 0.6970 |
| 1 | 0.7500 | 0.7501 |
| 2 | 0.8000 | 0.8002 |

The largest difference, about 0.0002, is comparable with the length of one cell, \(1/4000\) of the channel.

**Q.** What if the drain has not reached pinch-off?

**A.** Let the drain overdrive be \(u_D=\eta U\), with \(0\le\eta<1\). Changing the integration variable from \(x\) to \(u\) in both the charge and the length gives

\[
\frac{Q}{C}=\frac{1}{L}\int_0^L u\,dx
=\frac{\int_{\eta U}^{U}u^{\gamma+2}\,du}
{\int_{\eta U}^{U}u^{\gamma+1}\,du},
\]

because the constant factor in \(dx\) cancels. Evaluating the two powers,

\[
\frac{Q}{CU}=\frac{\gamma+2}{\gamma+3}\,
\frac{1-\eta^{\gamma+3}}{1-\eta^{\gamma+2}} .
\]

For \(\eta\to0\) the saturated result returns. For \(\eta\to1\), put \(\eta=1-\delta\): the numerator of the last fraction tends to \((\gamma+3)\delta\) and the denominator to \((\gamma+2)\delta\), so \(Q\to CU\). That is the uniform channel at vanishing drain voltage.

**Q.** Put numbers in, for a device that someone might build.

**A.** I take round values in the regime of an amorphous indium gallium zinc oxide transistor on silicon dioxide: \(W=50\) µm, \(L=10\) µm, a 100 nm insulator of relative permittivity 3.9, \(U=10\) V, \(\gamma=0.3\), \(\mu_S=10\) cm²/Vs and 300 K. These are rough typical values, not data for one device.

The capacitance per area is 34.53 nF/cm². Times the channel area of \(5\times10^{-6}\) cm², it gives \(C=172.7\) fF and \(CU=1.727\) pC. Hence

\[
Q=\frac{2.3}{3.3}\times1.727\ \text{pC}\approx1.20\ \text{pC},
\]

or about \(7.5\times10^6\) electrons. The factor \(2/3\) would give 1.15 pC, which is 4.3% below the power-law value. The current is

\[
I=5\times\frac{(34.53\times10^{-9})(10)(10^2)}{2.3}\ \text{A}
\approx75\ \text{µA}.
\]

**Q.** A difference of 4.3% is small. Could I see it in a measurement?

**A.** An absolute charge would require a well-known threshold. Since \(Q\propto U\), an error of 0.4 V in \(V_T\) changes the inferred \(Q\) by 4%, about as much as the effect sought. The derivative with respect to gate voltage removes a constant threshold error. With source potential and \(\gamma\) fixed, and the drain kept in saturation,

\[
\frac{dQ}{dV_G}=\frac{\gamma+2}{\gamma+3}\,C ,
\]

which is 120 fF here. The threshold still enters the prediction if \(\gamma\) is read from the slope of the saturation current: an error of 0.4 V in \(U\) gives \(\gamma=0.21\) or \(0.39\) instead of 0.3 and moves the predicted fraction by about 1.2%. This value also assumes an ideal contact and pure drift; both corrections are sized below. It further assumes an exact power law: for an exponential band tail below a parabolic band, where the exponent varies with overdrive, the derivative can exceed the formula by one or two per cent.

Electrode overlap is then the larger concern. A 3 µm overlap of gate and source, treated as a parallel plate with the same insulator, adds \(0.30C\). The gate-to-source capacitance becomes about \((0.70+0.30)C=1.00C\), which could be mistaken for a channel with no reduction at all. If the gate is moved with both electrodes held fixed, an equal drain overlap adds up to another \(0.30C\), or about \(0.25C\) to \(0.27C\) if a depleted film of 30 to 50 nm and relative permittivity 10 lies in series with the insulator. Overlap does not alter the channel charge, but it must be subtracted before a fraction is read from the data.

**Q.** How slowly must the gate be moved for this capacitance to apply?

**A.** At the least, slowly compared with the transit time. The mean speed of the charge is \(v=I/(Wcu)\), so the time to cross the channel is

\[
\tau=\int_0^L\frac{dx}{v}=\frac{Wc}{I}\int_0^L u\,dx=\frac{Q}{I}.
\]

Substituting the charge and the current,

\[
\tau=\frac{(\gamma+2)^2}{\gamma+3}\,\frac{L^2}{\mu_SU}.
\]

For the example, \(L^2/(\mu_SU)=10^{-6}/100\) s \(=10\) ns, and the prefactor is \(2.3^2/3.3=1.60\), so \(\tau=16\) ns. The traps must also follow the gate. Deep traps may respond much more slowly; their lag is outside this model, and I have not estimated it.

**Q.** You dropped diffusion, yet near the drain the charge goes to zero while its gradient diverges. Surely drift cannot be the whole story there.

**A.** It is not. To include diffusion, let \(V\) now mean the electron quasi-Fermi potential, whose gradient drives drift and diffusion together. The current equation keeps its form, \(I=Wc\mu u\,dV/dx\).

Suppose the charge depends on the surface potential \(\psi\) as \(cu\propto\exp[(\psi-V)/\phi]\), where \(\phi\) is a constant voltage scale. The gate voltage is shared between insulator and surface, so \(V_G=\psi+u+\text{const}\). Eliminating \(\psi\) gives

\[
V=V_G-u-\phi\ln u+\text{const},\qquad
dV=-\left(1+\frac{\phi}{u}\right)du .
\]

Here \(U\) denotes the source charge per area divided by \(c\). The length element becomes proportional to \(u^\gamma(u+\phi)|du|\). With \(r=\phi/U\), integrating from zero to \(U\) gives

\[
\frac{Q}{CU}=
\frac{\dfrac{1}{\gamma+3}+\dfrac{r}{\gamma+2}}
{\dfrac{1}{\gamma+2}+\dfrac{r}{\gamma+1}} .
\]

For small \(r\), the relative change from the drift result is

\[
r\left(\frac{\gamma+3}{\gamma+2}-\frac{\gamma+2}{\gamma+1}\right)
=-\frac{r}{(\gamma+1)(\gamma+2)},
\]

because \((\gamma+3)(\gamma+1)-(\gamma+2)^2=-1\).

For free, nondegenerate carriers in a layer of fixed thickness, \(\phi\) is the thermal voltage, 0.026 V at 300 K. I use 0.10 V as a representative value, not an upper bound, for band tails and a changing layer thickness. The fraction then falls from 0.697 to 0.695, a relative change of −0.33%.

That figure holds at fixed source charge. The capacitance changes more, because part of a gate step now goes into the surface potential: \(dU/dV_G=1/(1+r)\), and \(dQ/dV_G\) falls by 1.0%.

**Q.** So drift wins whenever the device is on?

**A.** It dominates when \(U\gg\phi\). In the opposite limit, \(r\to\infty\), the fraction tends to \((\gamma+1)/(\gamma+2)\), provided the same mobility law still holds. At \(\gamma=0\) this is \(1/2\), the mean of a linear diffusion profile. The drift result should not be carried down to threshold.

**Q.** There is still the gradual-channel approximation. Your lateral field diverges at pinch-off.

**A.** The approximation becomes doubtful where the lateral field reaches the insulator field. With \(t\) the insulator thickness, the two are

\[
-\frac{du}{dx}=\frac{U}{(\gamma+2)L}(1-s)^{p-1},
\qquad
\frac{u}{t}=\frac{U}{t}(1-s)^p .
\]

They are equal when \(1-s=t/[(\gamma+2)L]\), that is, at a distance \(t/(\gamma+2)\) from the drain. For 100 nm of insulator this is 43 nm. By the charge integral, the share beyond that point is \((1-s)^{p+1}\), or 0.04% of \(Q\).

The local charge there may be badly wrong, so a small share in the model is not by itself an error estimate. As a second estimate, let the gradual channel end at \(x=L\) with the overdrive found at the edge of this zone, 0.94 V, instead of zero. Then \(\eta=0.094\) and \(\eta^{\gamma+2}=0.0043\), and the formula for a partly open drain raises the charge by about \(\eta^{\gamma+2}-\eta^{\gamma+3}\), or 0.4%. Both figures rely on \(L\gg t\), and neither fixes the sign of the error or covers a drain voltage beyond pinch-off. If the divergence of the lateral field in the film is kept, the charge per area becomes \(c(u-\lambda^2\,d^2u/dx^2)\), with \(\lambda\approx0.11\) µm for a film of about 50 nm and relative permittivity 10. Solving the drift equation numerically with this charge gives a total 0.8% below the formula at the onset of saturation and 2.6% below it at a drain voltage of 15 V, where the current is 3% higher. At the zone edge the lateral field is 0.094 MV/cm and the model velocity \(4.6\times10^5\) cm/s; whether the mobility is still independent of field there is a separate assumption.

**Q.** And the rest of the real device: contacts, leakage, heat?

**A.** A contact resistance times width of 10 Ω cm, again a rough value, means 2000 Ω at the source. At 75 µA it drops 0.15 V. If \(U\) is the overdrive inside the contact, the formula is unchanged. If the external overdrive is held at 10 V, the charge falls by about 1.5%. The capacitance falls further, because the drop grows with the current: with \(R\) the source resistance, \(dU/dV_G=1/(1+g_mR)\), where \(g_m=(\gamma+2)I/U\approx17\) µS, so \(dQ/dV_G\) is lowered by 3.3%.

The insulator field at the source is 1.0 MV/cm, well below the roughly 10 MV/cm at which good silicon dioxide breaks down. For a triangular barrier of 3.0 eV and a tunnelling mass of 0.4 electron masses, the tunnelling exponent is 224, so this leakage path is negligible; conduction through defects is not covered by that estimate.

The source sheet density is \(2.2\times10^{12}\) cm⁻². If all of it were free and in one subband of mass 0.34 electron masses, the filling energy \(\pi\hbar^2n/m\) would be 0.015 eV, below \(kT=0.026\) eV. Strong degeneracy is therefore not expected. Degeneracy would enter the charge through \(\phi\), for which 0.10 V was allowed.

At a drain voltage of 15 V the power is 1.1 mW. Spread uniformly over the channel on thick glass of conductivity 1 W/(m K), it warms the channel centre by about 24 K. The dissipation is in fact concentrated near the drain, where the field is highest and the 5 V beyond pinch-off is dropped; placed there, the same power gives roughly 14 K at the source, 20 K at the centre and 33 to 40 K at the drain (for the last 5 V dropped over 0.3 to 0.02 µm), without cooling by the electrodes. If \(U\) and \(\gamma\) are held fixed, a uniform change of mobility leaves \(Q\) unchanged. An uneven one does not. Heating need not leave \(\gamma\) fixed either: for an exponential band tail below a parabolic band, with \(\gamma\) between about 0.8 and 2, a rise from 300 to 324 K lowers \(\gamma\) by 0.1 to 0.3 and the charge fraction by about 1.5%.

**Q.** How much does uneven heating change, then?

**A.** Let the mobility carry an extra factor \(g(s)=1+0.2s\), so that it is 20% higher at the drain end for the same overdrive. This is a chosen size, not a computed temperature response. The factor divides \(dx\) in the separated equation, so \(s\) in the profile is replaced by the fraction of \(\int ds/g\) already passed:

\[
S(s)=\frac{\ln(1+0.2s)}{\ln1.2},\qquad
\frac{Q}{CU}=\int_0^1[1-S(s)]^p\,ds=0.686 .
\]

That is 1.6% below the value for \(g=1\). The better-conducting drain end needs less voltage, so more is dropped near the source and the overdrive falls sooner.

For these parameters, then, contact drop and uneven mobility each move the charge by one or two per cent, less than the 4.3% separating \(\gamma=0.3\) from constant mobility but not negligible beside it. Channel shortening at 15 V lowers it by two to three per cent, and a temperature-dependent \(\gamma\) can add a further shift. In a capacitance measurement the corrections are larger: the contact and \(\phi=0.10\) V together lower \(dQ/dV_G\) from \(0.697C\) to \(0.667C\), the ideal constant-mobility value, so both must be accounted for before a fraction is read. Shortening acts the other way on the gate charge: alone, at 15 V and \(\lambda\approx0.11\) µm, it raises the derivative to about \(0.708C\). Electrode overlap is larger still. The numerical output lists the inputs and the remaining digits.

## Computed values

```
Charge fraction Q/(C U): formula, resistor ladder
  gamma -0.5: 0.6000, 0.6000
  gamma  0.0: 0.6667, 0.6667
  gamma  0.3: 0.6970, 0.6970
  gamma  1.0: 0.7500, 0.7501
  gamma  2.0: 0.8000, 0.8002
Inputs (rough typical values)
  width 50 um, length 10 um
  insulator 100 nm, relative permittivity 3.9
  source overdrive 10 V, gamma 0.3, T 300 K
  source mobility 10 cm2/Vs
Results
  capacitance per area 34.53 nF/cm2
  channel capacitance C 172.7 fF
  C times U 1.727 pC
  saturated channel charge 1.203 pC
  the same in electrons 7.511e+06
  charge if 2/3 were used 1.151 pC
  error of using 2/3: -4.35 %
  dQ/dV_G 120.3 fF
  saturation current 75.1 uA
  transit time 16.0 ns
Neglected effects
  thermal voltage 0.0259 V, chosen phi 0.10 V
  fraction with diffusion 0.6947
  change by diffusion -0.33 %
  gradual-channel failure zone 43.5 nm
  share of charge in that zone 0.041 %
  overdrive at zone edge 0.94 V
  carrier velocity at zone edge 4.62e+05 cm/s
  lateral field at source 0.00435 MV/cm
  contact resistance times width 10 ohm cm
  source contact drop 0.150 V
  source overlap 3 um, its capacitance / C 0.30
  insulator field at source 1.00 MV/cm
  barrier 3.0 eV, insulator mass 0.4 m_e
  tunnelling exponent 224
  sheet density at source 2.16e+12 cm^-2
  channel mass 0.34 m_e
  subband filling energy 0.0152 eV, kT 0.0259 eV
  drain voltage 15 V, power 1.13 mW
  glass conductivity 1 W/(m K), heating 24 K
  mobility rise to drain 20 %, fraction 0.6856
  change by that rise -1.64 %
```
